Probability That a Spin Fails to Follow a Uniform Domain Wall

1. The decision

A transport calculation for a magnetic racetrack must decide what to do with the spin of an electron that crosses a domain wall. The cheap choice moves every majority electron of one domain into the majority channel of the next. The expensive choice carries both spin amplitudes through the wall. The cheap choice is justified when the probability P of leaving in the minority channel is below the error that the calculation can tolerate.

For a wall in which the exchange direction turns at a constant rate through 180 degrees, and an electron of constant speed, P has a closed form:

P = sin²[(π/2)√(1+ξ²)] / (1+ξ²),  ξ = Δw/(πv).

Here Δ is the exchange splitting, w the wall width and v the speed along the wall normal. The algebra uses atomic units, ħ = m = 1. For numbers in eV and nm, v is replaced by ħv. The spin problem is solved without approximation; the constant speed is an assumption, examined in section 5. The abrupt start and stop of the rotation belong to the model, and section 6 shows how much depends on them.

2. The rotating frame

Let the electron enter at t = 0. The exchange direction it meets is

n = (sin θ, 0, cos θ),  θ = ωt,  ω = πv/w,

so the transit lasts T = w/v = π/ω. The spin Hamiltonian is

H = −(Δ/2) n·σ,  Δ > 0.

The state with spin along n has energy −Δ/2 and is called majority; the state with spin against n is called minority. "Failing to follow" means being found in the minority state of the exit domain, where n = −z.

Define the rotation

U = exp(−iθσ_y/2) = cos(θ/2) − iσ_y sin(θ/2).

It carries the fixed z axis into n. To see this, note that σ_z anticommutes with σ_y, so moving σ_z through a function of σ_y reverses the sign of σ_y. Hence σ_z U† = Uσ_z, and

Uσ_zU† = U²σ_z = (cos θ − iσ_y sin θ)σ_z.

With σ_yσ_z = iσ_x this becomes

Uσ_zU† = σ_z cos θ + σ_x sin θ = n·σ.

Now write ψ = Uχ. The two components of χ are the amplitudes on the local majority and minority states. Since U commutes with σ_y,

i dU/dt = (ω/2)Uσ_y.

The equation i dψ/dt = Hψ therefore reads

(ω/2)Uσ_yχ + iU dχ/dt = −(Δ/2)Uσ_zχ.

Multiplying by U† from the left and moving the first term to the right gives

i dχ/dt = H′χ,  H′ = −½(Δσ_z + ωσ_y).

H′ does not depend on time. The rotation has become a constant field along y, perpendicular to the exchange field.

3. Solution and probability

The square of H′ is

H′² = ¼[Δ² + ω² + Δω(σ_zσ_y + σ_yσ_z)] = Ω²/4,  Ω = √(Δ²+ω²),

because the bracketed sum of products vanishes. In the series for exp(−iH′t), the even powers thus sum to cos(Ωt/2), and the odd powers sum to −i(2H′/Ω) sin(Ωt/2). Inserting H′,

exp(−iH′t) = cos(Ωt/2) + i[(Δσ_z + ωσ_y)/Ω] sin(Ωt/2).

The electron enters in the majority state |↑⟩. Since σ_z|↑⟩ = |↑⟩ and σ_y|↑⟩ = i|↓⟩, the local amplitudes are

a(t) = cos(Ωt/2) + i(Δ/Ω) sin(Ωt/2)  (majority),
b(t) = −(ω/Ω) sin(Ωt/2)  (minority).

The norm is conserved: |a|² + |b|² = cos² + [(Δ²+ω²)/Ω²] sin² = 1. At the exit, with ξ = Δ/ω,

ΩT/2 = (π/2)√(1+ξ²),  ω²/Ω² = 1/(1+ξ²),

and |b(T)|² is the stated P. It has the form of Rabi's formula: ω acts as the coupling and Δ as the detuning.

These amplitudes, including their phases, were tested against direct integration of the original equation in the fixed frame, for ξ = 0, 0.3, 1, 2.7 and 6 and turning angles of 0.8, 2 and π radians. The largest difference was 2.0×10⁻¹¹.

The geometry is simple. In the local frame the spin precesses about a fixed axis tilted from the exchange axis by an angle whose tangent is ω/Δ = 1/ξ. During the crossing it turns about that axis by ΩT = π√(1+ξ²). If this is a whole number of turns, the spin returns to the exchange axis, although it left that axis inside the wall.

4. Limits, zeros and spin transfer

Thin wall. For small ξ, the phase is π/2 + δ with δ = (π/2)[√(1+ξ²) − 1] = πξ²/4 + O(ξ⁴). Then sin²(π/2 + δ) = cos²δ = 1 − π²ξ⁴/16 + O(ξ⁶), while 1/(1+ξ²) = 1 − ξ² + ξ⁴ + O(ξ⁶). Their product is

P = 1 − ξ² + (1 − π²/16)ξ⁴ + O(ξ⁶).

At ξ = 0 the spin keeps its direction in space, and since the exchange axis has reversed, it is wholly minority. The coefficient of ξ⁴ is 0.3831; direct integration at ξ = 0.1 gives 0.3824 for the remainder divided by ξ⁴, which still contains the higher orders.

Thick wall. Since sin² is at most 1,

P ≤ 1/(1+ξ²).

For large ξ the factor sin² averages to ½ over an oscillation, so the mean of P is 1/(2ξ²). The decay is a power law. To guarantee P ≤ ε from the envelope alone, whatever the phase, one needs ξ ≥ √(1/ε − 1).

Zeros. P vanishes when (π/2)√(1+ξ²) = nπ, that is

ξ = √(4n²−1),  w_n = (πv/Δ)√(4n²−1),  n = 1, 2, …

The case n = 0 would need ξ² = −1 and is excluded.

Spin transfer. The electron enters with spin +½ along z. At the exit its mean spin along the local axis is ½(1−P) − ½P = ½(1−2P), and since that axis is −z, its z component is −½(1−2P). It has lost

½ + ½(1−2P) = 1 − P

in units of ħ. If exchange is the only spin-dependent coupling and conserves total spin, the magnetization receives this amount along z. The transverse spin that the electron carries at the exit, unless P is 0 or 1, is not counted here.

Two walls. Coherent calculations need the amplitudes as well as P. Let a second identical wall continue the rotation in the same sense after a uniform domain of length d. In that domain the majority and minority amplitudes gain factors exp(iφ/2) and exp(−iφ/2), with φ = Δd/v. An electron that enters the second wall as minority stays minority with amplitude a*, because the sign of the σ_z term is reversed. The final minority amplitude is therefore

b·exp(iφ/2)·a + a*·exp(−iφ/2)·b = 2b·Re[a exp(iφ/2)].

With η the phase of a, and |b|² = P, |a|² = 1−P,

P₂ = 4P(1−P) cos²(φ/2 + η).

If the second wall turns back instead, ω and hence its b change sign, and the cosine becomes a sine. An average over φ gives 2P(1−P) in both cases. This is also what classical probabilities give: one failure in either wall, but not in both. For two walls, combining probabilities is thus justified once φ is spread over many periods. For more walls the phases of the separate domains must also vary independently: equal domains that share one φ keep some interference.

5. Where the constant speed comes from

With the motion treated quantum mechanically, the Hamiltonian is

p²/2 − (Δ/2) n(x)·σ,  θ = qx,  q = π/w.

Since −i dU/dx = −(q/2)Uσ_y, we have pU = U(p − qσ_y/2). In the local frame the Hamiltonian is

½(p − qσ_y/2)² − (Δ/2)σ_z = p²/2 − (q/2)σ_y p + q²/8 − (Δ/2)σ_z.

Let the energy be E = v²/2 and write the local wave as exp(ivx)η(x), where η is now a two-component envelope. On η the operator p becomes v + p, so

[vp + p²/2 − (q/2)σ_y(v + p) + q²/8 − (Δ/2)σ_z]η = 0.

If η varies slowly compared with exp(ivx), the terms p²/2 and (q/2)σ_y p can be dropped. Using p = −i d/dx and qv = ω,

iv dη/dx = [−½(Δσ_z + ωσ_y) + q²/8]η.

With x = vt this is the equation of section 2, apart from a phase common to both components. The dropped terms describe recoil, the unequal speeds of the two channels and reflection. The wave numbers of the two channels outside the wall are

k± = √(2E ± Δ) = v[1 ± Δ/(4E) − Δ²/(32E²) ± …].

The quadratic terms cancel in the difference, so k₊ − k₋ = Δ/v with a relative correction of order (Δ/E)². The precession phase inside the wall is therefore insensitive to the unequal speeds when Δ is much less than E and the wall is not too long. The absolute error grows with length: over a domain of length d it is about φΔ²/(32E²), with φ = Δd/v. If this is not small compared with one radian, a coherent calculation should use φ = (k₊ − k₋)d instead.

6. What the sharp edges do

Let the turning rate θ̇(t) be arbitrary. The derivation of section 2 still holds at each instant, with ω replaced by θ̇:

i da/dt = −(Δ/2)a − (θ̇/2)(−i)b,
i db/dt = (Δ/2)b − (θ̇/2)(i)a.

While b is small, a ≈ exp(iΔt/2). Setting b = B exp(−iΔt/2) in the second equation gives dB/dt = −(θ̇/2) exp(iΔt), so

B = −½ ∫ θ̇ exp(iΔt) dt.

For the uniform wall the integral runs between two sharp ends and gives

|B|² = (ω/Δ)² sin²(ΔT/2) = sin²(πξ/2)/ξ².

This is the thick-wall form of P. The power law comes from the jumps of θ̇ at the edges.

A wall set by exchange stiffness A and uniaxial anisotropy K has no such jumps. Minimizing the integral of A(dθ/dx)² + K sin²θ gives the first integral A(dθ/dx)² = K sin²θ, whose constant is zero because both terms vanish in the domains. Hence dθ/dx = sin θ/λ with λ = √(A/K). Its solution is θ = 2 arctan exp(x/λ), with slope sech(x/λ)/λ. Choosing λ = w/π gives it the central slope of the uniform wall. With u = ωt, the first-order amplitude is

B = −½I,  I = ∫ sech u · exp(iξu) du,

taken over the whole line. To find I, close the path along Im u = π. There sech changes sign and the exponential gains a factor exp(−πξ), so the two long sides add to I[1 + exp(−πξ)]. The enclosed pole at u = iπ/2 has residue exp(−πξ/2)/i. Thus

I = 2π exp(−πξ/2)/[1 + exp(−πξ)] = π sech(πξ/2).

For large ξ, |B|² falls as exp(−πξ). The prefactor is not reliable, because the total turn is π and first order in θ̇ is not a controlled expansion. The exact result for this profile, known as the Rosen–Zener formula, is P = sech²(πξ/2), which is 4/π² times the first-order |B|². The rate was tested by integrating the full spin equation: P at ξ = 3 divided by P at ξ = 2 is 0.0434, against exp(−π) = 0.0432. Probabilities for the smooth wall are taken below from that integration.

7. Worked example

Take a splitting of 0.50 eV, a wall 15 nm wide and a free electron with mean kinetic energy 5.0 eV at normal incidence. Its speed is 1.326×10⁶ m/s, so ħv = 0.8729 eV nm and the crossing takes 11.3 fs. Then

ħω = π × 0.8729/15 = 0.1828 eV,
ξ = 0.50/0.1828 = 2.735,
√(1+ξ²) = 2.912,
1/(1+ξ²) = 0.118.

The phase is (π/2) × 2.912 = 4.574 rad, whose squared sine is 0.981. Therefore

P = 0.118 × 0.981 = 0.116.

The electron gives the wall 0.884ħ along z. About one electron in nine fails to follow, and the cheap choice of section 1 is unsafe at the percent level within this model.

With splitting and energy held fixed, other widths give:

w = 2 nm: P = 0.874
w = 5 nm: P = 0.395
w = 10 nm: P = 0.0036
w = 20 nm: P = 0.0079
w = 30 nm: P = 0.013

The sequence is not monotonic, because the zeros lie at 9.50, 21.24 and 32.45 nm. The widths 10 and 20 nm are near zeros, whereas 15 nm is near a maximum. At 30 nm the squared sine is about 0.4, and P is small mainly because the envelope has fallen to 0.032. A small P at one width is therefore no proof that the wall is thick enough. The envelope is the safer guide: for ε = 0.01 it requires ξ ≥ 9.95, or w ≥ 9.95 × π × 0.8729/0.50 ≈ 55 nm.

Full two-channel scattering for the same wall gives a minority flux of 0.115736 per unit incident flux, against 0.115691 from the formula. The absolute difference is 4.6×10⁻⁵, and the reflection probability is 3.5×10⁻⁸. Raising the energy to 20 eV and the width to 30 nm keeps Δ and ξ fixed; the difference falls to 2.9×10⁻⁶. The factor of about 16 for a fourfold energy agrees with an error of order (Δ/E)². At the first zero, full scattering leaves 2.4×10⁻⁷. At these parameters constant speed is a good approximation for normal incidence.

8. Corrections for the same wall

Each correction below is applied alone; two combinations are quoted in section 9.

Profile. The smooth wall with the same central slope gives P = 7.4×10⁻⁴, smaller by a factor of 156. For this wall the shape matters far more than recoil. A calculation that uses a linear rotation merely for convenience can create the nonadiabatic signal it reports.

Oblique incidence. If the momentum parallel to a flat wall is conserved, an electron at angle α to the normal has normal speed μv, with μ = cos α, and sees ξ/μ. For a spherical Fermi surface the incident flux has weight 2μ, so

P_avg = ∫₀¹ 2μ P(ξ/μ) dμ = 0.039.

Oblique electrons have a larger ξ, hence a lower envelope, and some lie near zeros. The constant-speed formula is not justified for grazing electrons, whose normal energy Eμ² is comparable with Δ. Those with Eμ² < Δ carry a fraction Δ/E = 0.1 of the flux, so this average is an estimate. Full two-channel scattering, normalized to all incident majority channels (mean normal energies from −Δ/2 to E), gives 0.037.

Axial field. Let a fixed spin splitting b (here an energy, not the minority amplitude of section 3) act along the rotation axis inside the wall, as a crude stand-in for spin-orbit coupling. Its term −(b/2)σ_y commutes with U, so ω becomes ω + b in H′ while T stays π/ω:

P_b = [(ω+b)²/Ω_b²] sin²[πΩ_b/(2ω)],  Ω_b = √[Δ² + (ω+b)²].

For b = +0.05 and −0.05 eV this gives 0.178 and 0.061.

Backscattering. In a one-dimensional model with normal velocities ±v only, let spin-independent collisions reverse the motion at a rate 1/ℓ per unit path. In the local frame, with κ = Δ/v, the spin densities s₊ and s₋ of right and left movers obey

ds₊/dx = −(qŷ + κẑ)×s₊ − (s₊ − s₋)/ℓ,
ds₋/dx = (κẑ − qŷ)×s₋ − (s₊ − s₋)/ℓ.

Reversing the motion reverses the exchange precession per unit x but not the turning of the frame. The boundary conditions are s₊(0) = ẑ and s₋(w) = 0. The particle densities obey the same equations without precession, so their difference j is constant and the right-moving density falls linearly from 1 to j. Hence 1 − j = jw/ℓ, and the transmission is j = 1/(1 + w/ℓ).

For ℓ = 5 nm, j = 0.25, and just 5.0% of the incident electrons cross without a collision. The minority fraction among the transmitted electrons is 0.249. Following 60,000 individual random paths gives 0.251 ± 0.002. In this uniform wall, collisions inside the wall thus roughly double the failure fraction. Collisions in the adjoining domains are left out; without spin relaxation they send some electrons back through the wall and raise the fraction further. A reversal changes the precession axis in the local frame, so the single phase that produced the zeros no longer describes all electrons.

Small effects. Thermal averaging at 300 K leaves P at 0.116. A wall moving at 100 m/s along with the electron changes P by −5.6×10⁻⁶, through the relative speed.

9. The real case

The width is a rough typical value for a racetrack made of a perpendicular Co/Ni multilayer, where walls are of the order of ten nanometres wide. The speed is only the free-electron value for 5 eV; bands with d character at the Fermi level of such metals are reported to be several times slower, near 0.3×10⁶ m/s. At that speed, with the same Δ and w, ξ is 12, the envelope is 0.007 and the backscattering model gives 0.03, while the condition that Δ be small against the kinetic energy must be examined again. The single free-electron band is a simplification: the metals have several bands at the Fermi level, with different speeds and splittings. The splitting, the axial field and the backscattering length are round values, not measurements. At least three assumptions of the worked example are seriously broken in such a film. The wall profile is smooth, which alone lowers P from 0.116 to 7×10⁻⁴. Electrons arrive at many angles, which alone lowers it to about 0.04. Transport is not ballistic: with the assumed ℓ, collisions inside the wall alone raise the failure fraction to 0.25 in the one-dimensional model. Isotropic scattering in three dimensions with the same transmission (mean free path 3.75 nm, incidence at all angles) gives 0.18. Both values assume spin-independent collisions, whereas scattering in Co and Ni depends on spin. These corrections cannot simply be multiplied. In particular, a smooth profile does not protect the spin against collisions: with ℓ = 5 nm over the central 15 nm of the smooth wall, the one-dimensional model gives 0.17. Neither 0.116 nor any of the separately corrected values is a prediction for the device.

10. Use in a calculation

For a ballistic wall with uniform rotation and Δ much less than the normal kinetic energy, compute ξ from the normal speed and use a and b, or P if the phases between walls are averaged independently. For a single wall, if the tolerance exceeds 1/(1+ξ²), the spin may be assigned to the majority channel without regard to the phase. For coherent walls in series this is not enough, because their minority amplitudes can add. For a smooth wall, integrate the two equations of section 6 with the actual θ̇. If the backscattering length is not much longer than the wall, use a transport equation that keeps the spin vector, such as that of section 8, extended into the adjoining domains and with spin relaxation where it matters. The formula then serves as its test case for uniform rotation and ℓ → ∞. The numerical output below lists the values of the worked example and of its separate corrections.

Computed values

```
INPUTS (rough typical, Co/Ni racetrack)
exchange splitting        0.50 eV
wall width                15.0 nm
mean kinetic energy       5.0 eV
UNIFORM BALLISTIC WALL
electron speed            1.326e+06 m/s
hbar * speed              0.8729 eV nm
transit time              11.31 fs
hbar * turning rate       0.1828 eV
xi                        2.7349
sqrt(1+xi^2)              2.9120
envelope 1/(1+xi^2)       0.1179
P fail to follow          0.1157
spin given to wall        0.8843 hbar
perfect following, n=1    9.50 nm
perfect following, n=2    21.24 nm
perfect following, n=3    32.45 nm
P at width    2 nm        0.8736
P at width    5 nm        0.3946
P at width   10 nm        0.0036
P at width   20 nm        0.0079
P at width   30 nm        0.0131
TESTS
largest amplitude error   2.0e-11
xi^4 coefficient, found   0.3824
xi^4 coefficient, formula 0.3831
mean of 2 xi^2 P, thick   0.9998
NEGLECTED EFFECTS
P, full scattering        0.115736
P, formula, same digits   0.115691
reflection probability    3.5e-08
error at 5 eV, 15 nm      4.6e-05
error at 20 eV, 30 nm     2.9e-06
full P at first zero      2.4e-07
P, smooth wall            7.42e-04
uniform / smooth ratio    156
smooth P(xi=3)/P(xi=2)    0.0434
exp(-pi)                  0.0432
P, averaged over angle    0.0393
thermal energy, 300 K     0.0259 eV
P, thermal average        0.1156
axial field               0.05 eV
P, axial field + / -      0.1781 / 0.0613
backscattering length     5.0 nm
unscattered fraction      0.0498
transmission, disorder    0.2500
P, disorder, two-stream   0.2486
P, disorder, walks        0.2514 +- 0.0018
wall speed                100 m/s
change of P, moving wall  -5.6e-06
```
